# Why Gaussian stage vibration lowers the contrast of a sinusoidal image

**Question**

I am stuck on a problem about projection lithography. A sinusoidal line pattern of period \(p\) is projected onto a wafer while the stage vibrates. The displacement is Gaussian with rms value \(s\). I am to show that the image contrast is multiplied by

\[
M=\exp\!\left(-\frac{2\pi^2s^2}{p^2}\right),
\]

and that this gives 0.89 for \(s=2\) nm and \(p=26\) nm.

Two things stop me. At any instant the image is merely shifted, and a shifted sinusoid has the same contrast as before, so where is contrast lost? And since the average displacement is zero, why don't the shifts cancel? I would also like to know how far to trust the 0.89 for a real exposure tool.

**Answer**

Both of your observations are correct. The instantaneous image keeps its contrast, but the resist records the dose, which is the sum of many shifted images. Shifts to the left and right cancel in the position of the summed pattern. They do not cancel in its contrast, because a shift in either direction takes light from the maxima and adds it to the minima.

**Setting up the average**

Let \(x\) run across the lines, and write the stationary image as

\[
I(x)=I_0\left[1+C_0\cos(kx)\right],\qquad k=\frac{2\pi}{p},\qquad 0<C_0\le 1 .
\]

Contrast means (max − min)/(max + min). Here the maximum is \(I_0(1+C_0)\) and the minimum is \(I_0(1-C_0)\), so the contrast is \(2I_0C_0/(2I_0)=C_0\).

Let \(u(t)\) be the displacement of the wafer relative to the image, along \(x\) and at wafer scale. Motion along the lines has no effect, since \(I\) does not depend on that coordinate. A wafer point with rest position \(x\) sees the intensity \(I(x+u(t))\). With constant source power, its dose after an exposure time \(T\) is

\[
D(x)=\int_0^T I(x+u(t))\,dt .
\]

Now assume that the exposure is long enough for \(u\) to run through its whole distribution. The time average can then be replaced by an average over the Gaussian density

\[
g(u)=\frac{1}{s\sqrt{2\pi}}\,e^{-u^2/2s^2},\qquad
\frac{D(x)}{T}=\int_{-\infty}^{\infty}I(x+u)\,g(u)\,du\equiv\langle I(x+u)\rangle .
\]

The density has zero mean. A constant offset would displace the pattern without blurring it.

**Doing the average**

The addition theorem separates position from displacement:

\[
\langle\cos(kx+ku)\rangle=\cos(kx)\,\langle\cos ku\rangle-\sin(kx)\,\langle\sin ku\rangle .
\]

The density is even and \(\sin ku\) is odd, so \(\langle\sin ku\rangle=0\). This is the cancellation you expected, and it means that the pattern does not move. The cosine is even, so its average survives. Calling it \(F(k)=\langle\cos ku\rangle\), we have

\[
\frac{D(x)}{T}=I_0\left[1+C_0F(k)\cos(kx)\right].
\]

To find \(F\), differentiate with respect to \(k\):

\[
F'(k)=-\int_{-\infty}^{\infty}u\,\sin(ku)\,g(u)\,du .
\]

The Gaussian satisfies \(g'(u)=-(u/s^2)\,g(u)\), that is, \(u\,g=-s^2g'\). Substituting this and integrating by parts gives

\[
F'(k)=s^2\int_{-\infty}^{\infty}\sin(ku)\,g'(u)\,du
=s^2\Big[\sin(ku)\,g(u)\Big]_{-\infty}^{\infty}-s^2k\int_{-\infty}^{\infty}\cos(ku)\,g(u)\,du .
\]

The boundary term vanishes because \(g\) does, and the last integral is \(F\) itself. Hence

\[
F'(k)=-ks^2F(k)\quad\Rightarrow\quad
\frac{d}{dk}\left[F(k)\,e^{k^2s^2/2}\right]=\left[F'+ks^2F\right]e^{k^2s^2/2}=0 .
\]

The bracket is therefore constant. At \(k=0\) it equals \(F(0)=\int g\,du=1\), so

\[
F(k)=e^{-k^2s^2/2}=\exp\!\left(-\frac{2\pi^2s^2}{p^2}\right)=M .
\]

Since \(M>0\), the maxima and minima stay where they were. The dose has the same mean as before, and its contrast is \(C=C_0M\), which was to be shown.

**The number**

For \(s=2\) nm and \(p=26\) nm,

\[
\frac{2\pi^2s^2}{p^2}=19.74\times\frac{4}{676}=0.1168,\qquad M=e^{-0.1168}=0.890 .
\]

The contrast falls by 11.0% of its starting value. The number 0.89 is a ratio of contrasts, and the final contrast also depends on \(C_0\).

Here \(s\) is an rms value along one axis. A peak-to-peak value, or an rms value that combines two axes, must be converted before it is used.

**Small and large vibration**

For small \(ks\), expand the cosine before averaging:

\[
\langle\cos ku\rangle\approx1-\frac{k^2\langle u^2\rangle}{2}+\frac{k^4\langle u^4\rangle}{24}.
\]

The first-order term in \(u\) is absent, and the loss begins with the mean square: \(1-M\approx k^2s^2/2=2\pi^2s^2/p^2\). For our numbers this estimate is 11.7%, against 11.0% from the full exponential.

At this order the shape of the distribution does not matter. It enters through \(\langle u^4\rangle\). Take a vibration at a single frequency, \(u=\sqrt2\,s\sin\varphi\), with the phase \(\varphi\) sampled evenly. The factor is then

\[
\frac1{2\pi}\int_0^{2\pi}\cos\!\left(\sqrt2\,ks\sin\varphi\right)d\varphi=J_0(\sqrt2\,ks),
\]

where \(J_0\) is the Bessel function. It gives 0.887 instead of 0.890. The fourth moments account for most of this difference. The Gaussian has \(\langle u^4\rangle=3s^4\), while the single frequency has \(4s^4\langle\sin^4\varphi\rangle=\tfrac32s^4\). The factors therefore differ by about \(k^4s^4/16=0.003\).

For large vibration the shape matters much more. The Gaussian factor falls smoothly towards zero, whereas \(J_0\) changes sign, so a strong single-frequency vibration can exchange the bright and dark lines.

At a fixed 26 nm pitch, the Gaussian factor is:

| \(s\) (nm) | \(M\) |
|---|---|
| 1 | 0.971 |
| 2 | 0.890 |
| 3 | 0.769 |
| 4 | 0.627 |
| 8 | 0.154 |

To find the vibration allowed for a chosen \(M\), take the logarithm and solve for \(s\):

\[
s=\frac{p}{2\pi}\sqrt{-2\ln M}.
\]

A 5% loss (\(M=0.95\)) at 26 nm pitch allows \(s=1.3\) nm. For a fixed relative loss, the allowed vibration is proportional to the pitch.

**Is the image at 26 nm pitch really a sinusoid?**

It is under suitable illumination. Take an extreme-ultraviolet scanner with wavelength \(\lambda=13.5\) nm and numerical aperture 0.33. Let the mask be ideal and thin, with equal lines and spaces, lit from two narrow poles at sines \(\pm\lambda/(2p)=\pm0.260\) (wafer-side values).

Neighbouring diffraction orders differ in sine by \(\lambda/p\). For the positive pole, order 0 therefore leaves at +0.260 and order −1 at −0.260, and both pass the aperture. The next orders lie at \(\pm0.779\) and are blocked. The other pole gives the mirror image of this arrangement.

With a clear space from \(-p/4\) to \(p/4\), the two amplitudes are

\[
a_0=\frac12,\qquad a_1=\frac1p\int_{-p/4}^{p/4}\cos(kx)\,dx=\frac{2}{pk}=\frac1\pi .
\]

Their interference gives \(|a_0+a_1e^{\pm ikx}|^2=a_0^2+a_1^2+2a_0a_1\cos kx\), a pure sinusoid with

\[
C_0=\frac{2a_0a_1}{a_0^2+a_1^2}=\frac{1/\pi}{1/4+1/\pi^2}=\frac{4\pi}{\pi^2+4}=0.906 .
\]

With vibration, \(C=0.906\times0.890=0.806\).

If more orders passed, the image could contain harmonics \(\cos(mkx)\). Each would be multiplied by \(F(mk)=M^{m^2}\), and a single factor would no longer describe the whole image.

**What the loss does to a line edge**

Place the edge of a line of width \(w=p/2\) at \(x=p/4\), where the dose equals its mean \(\bar D\). The slope there has magnitude \(\bar DCk\), so the normalized image log-slope is

\[
\mathrm{NILS}=w\,\frac{|dD/dx|}{D}=\frac p2\,kC=\pi C .
\]

It drops from 2.85 to 2.53.

To see the consequence, suppose the resist has a fixed dose threshold \(\bar D\), and raise the dose by a small fraction \(\delta\). The edge moves by \(\Delta x\), where

\[
(1+\delta)\left[1-Ck\,\Delta x\right]\approx1\quad\Rightarrow\quad\Delta x\approx\frac{\delta}{Ck}.
\]

Both edges move, so the relative width change has magnitude \(2\Delta x/w=2\delta/\mathrm{NILS}\). In this threshold model, vibration makes the linewidth more sensitive to dose by the factor \(1/M=1.12\).

**When the exposure is too short to average**

Motion that is slow compared with the exposure hardly blurs the line. It shifts the line locally, and the error appears as misplacement. In a scanner, points far apart along the scan are exposed at different times, so their shifts can differ.

To divide the variance between the two effects, suppose the correlation of \(u\) decays as \(\langle u(t)u(t')\rangle=s^2e^{-|t-t'|/\tau}\). The mean displacement during one exposure then has the variance

\[
\frac{s^2}{T^2}\int_0^T\!\!\int_0^T e^{-|t-t'|/\tau}\,dt\,dt'
=\frac{2s^2}{T^2}\int_0^T(T-v)\,e^{-v/\tau}\,dv ,
\]

because time differences \(\pm v\) occur with weight \(T-v\) each. The last integral is \(T\tau-\tau^2(1-e^{-T/\tau})\). The share of the variance that becomes line shift is therefore

\[
q=\frac{2\tau}{T}\left[1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\right].
\]

Take a uniformly lit slit 1.5 mm long in the scan direction and a scan speed of 300 mm/s, so that \(T=5\) ms, and choose \(\tau=0.2\) ms. Then \(q=0.08\times0.96=0.077\), and the rms line shift is \(2\sqrt{0.077}=0.55\) nm.

The variance left for blur is on average \(s^2(1-q)\). If the displacements within one exposure are treated as Gaussian with this variance, the contrast factor is

\[
M_1\approx e^{-0.1168\times0.923}=0.898 .
\]

That treatment is approximate, because 5 ms contains a limited number of independent displacements. I therefore simulated 8000 exposures of 250 pulses each (a 50 kHz source), with random Gaussian motion of this correlation. For each exposure, let \(Z\) be the average of \(e^{iku}\) over its pulses. The dose is then proportional to \(1+C_0|Z|\cos(kx+\arg Z)\), so \(|Z|\) is the contrast factor and \(|\arg Z|/k\) is the size of the shift.

The mean of \(|Z|\) was 0.898, with a standard deviation of 0.027 between exposures, and the rms shift was 0.56 nm. Averaging \(Z\) itself over all exposures, which puts the shifts back into the blur, gave 0.890.

So 0.89 is the contrast factor of the dose pattern averaged over many exposures. For this correlation time, single exposures lose slightly less contrast on average, but the scatter between them is larger than this difference. The correction grows quickly with \(\tau/T\). With the same 5 ms exposure, the mean single-exposure factor is about 0.92 for \(\tau=1\) ms, with an rms line shift of 1.1 nm, and about 0.95 for \(\tau=2.5\) ms, where the gain over 0.890 exceeds the scatter of about 0.03. If your \(s\) was measured after subtracting the mean displacement of each exposure, it already describes the blur and needs no reduction by \(q\).

**Comparison with a real exposure**

The wavelength and aperture above are those of an established class of scanner. The slit length, scan speed, pulse rate and resist blur are rough typical values. The 2 nm vibration, its correlation time and the dose used below are chosen for the exercise and are not the specification of any tool. Real stages break the assumption of complete averaging, which here moves the factor from 0.890 to about 0.898. They can also have resonances. The single-frequency value 0.887 is a guide if the amplitude is steady and the exposure covers several cycles. If the amplitude varies from one exposure to the next, the average over many exposures depends on how it varies. With random phase and a Rayleigh-distributed amplitude, the displacement is Gaussian overall and the average is 0.890. A single-frequency vibration that is present in only a tenth of the exposures, with the same amplitude in each of them and an overall rms value of 2 nm, gives 0.913. Other effects also alter the contrast, or scatter its measured value, but they leave the vibration factor of the mean dose unchanged:

- **Thick mask.** The value \(C_0=0.906\) belongs to the ideal thin mask. A real extreme-ultraviolet absorber is several wavelengths thick. It changes the amplitude ratio of the two orders and gives them a relative phase \(\phi\), which shifts the images of the two poles in opposite directions and multiplies the contrast of their sum by \(\cos\phi\) (0.88 for \(\phi=0.5\) rad). The image is still a sinusoid, but its starting contrast must be taken from the actual mask.

- **Vector fields.** Two waves at angles \(\pm\theta\) interfere in proportion to the scalar product of their field directions. This is 1 for fields along the lines and \(\cos^2\theta-\sin^2\theta\) for fields in the plane of incidence. For unpolarized light the average is \(\cos^2\theta=1-0.2596^2=0.933\), if refraction in the resist is neglected. The starting contrast falls by about 7%.

- **Defocus.** A pole point displaced by a sine \(\eta\) sends its two orders through the focus at slightly unequal angles. At defocus \(z\) their phase difference is about \(2\pi z\eta/p\) for small angles. Averaging the cosine of the phase difference numerically, without the small-angle approximation, over a uniform strip pole of half-width 0.04 gives 0.985 at \(z=30\) nm.

- **Resist blur.** If blur in the resist acts as a linear Gaussian average of rms 4 nm, the same derivation gives another factor, 0.627. The contrast is then 0.568 without vibration and 0.505 with it. The ratio is still 0.890, because the two exponentials multiply. A resist whose response saturates is not linear, and the factor then applies to the dose rather than to the final chemical pattern.

- **Photon noise.** Take 30 mJ/cm² as the mean dose within the pattern. (A dose stated for an open field would first have to be multiplied by the mean image intensity, here \(a_0^2+a_1^2=0.35\).) At 91.8 eV per photon, 20.4 photons then arrive per nm² on average. If a fifth are absorbed, a cell of \(p\times p\) receives \(N\approx2760\). The contrast can be estimated from their positions as \(\hat C=(2/N)\sum_j\cos kx_j\). For the density \((1+C\cos kx)/p\), \(\cos kx\) has mean \(C/2\) and mean square \(1/2\), so the variance of \(\hat C\) is \((4/N)(1/2-C^2/4)=(2-C^2)/N\). With \(C=0.806\) the standard deviation is 0.022. The vibration loss, \(0.906-0.806=0.100\), is between four and five times larger, so in this dose-only model it stands out from the photon noise even in one cell. The scatter between exposures adds to this noise. This estimate measures \(C_0\,\mathrm{Re}\,Z\), which also feels the line shift. The standard deviation of \(\mathrm{Re}\,Z\) is 0.029, slightly more than that of \(|Z|\), and gives \(0.906\times0.029=0.026\) in contrast. Together they give a standard deviation of about 0.034, roughly a third of the loss.
